# Basis size, contact partitioning and transmission across an empty gap

**Question**

I calculate the zero-bias transmission between two metal clusters separated by an empty gap. Each contact is a broadening attached to the basis functions centred on one electrode. I expected a larger atom-centred basis to bring the result closer to the true tunnelling value. When I add diffuse functions, however, the transmission becomes enormous and hardly changes when I widen the gap. The Hamiltonian operator and the broadening parameter are held fixed. How can a better basis give this result, and what should I change?

**Answer**

The larger basis improves the description of the Hamiltonian, but your prescription also changes the contacts. A function centred on the left electrode need not be located on the left. Once it reaches across the gap, attaching a contact to its label attaches that contact to space on the other side.

**What the contact matrix means**

Take coherent transport per spin, real basis functions $\phi_i$, and an energy-independent broadening $\gamma$. With $S_{ij}=\langle\phi_i|\phi_j\rangle$,

$$
G=\left[ES-H+\tfrac{i}{2}(\Gamma_L+\Gamma_R)\right]^{-1},\qquad
T=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger].
$$

The plus sign corresponds to a retarded self-energy $-i\Gamma/2$. A contact fixed in space is an operator $\hat\Gamma_L$, with matrix elements

$$(\Gamma_L)_{ij}=\langle\phi_i|\hat\Gamma_L|\phi_j\rangle .$$

These can be nonzero for every pair $i,j$, including functions centred on the right. The centre-labelled prescription instead sets $\Gamma_L=\gamma S_{LL}$ in the left-left block and zero elsewhere. What follows concerns this prescription, not every cluster method.

To see which operator a given matrix represents, define dual functions by $\langle\tilde\phi_i|\phi_j\rangle=\delta_{ij}$. Then

$$\hat\Gamma=\sum_{ij}|\tilde\phi_i\rangle\Gamma_{ij}\langle\tilde\phi_j|,$$

because taking its matrix elements between basis functions returns $\Gamma_{ij}$. The duals depend on the whole basis, so adding a function on one side can change the contact on the other.

**A case whose true transmission is zero**

Let $l$ and $r$ be orthonormal states on the two electrodes, with equal energy $\varepsilon$ and no hopping. Describe the same two-dimensional space by

$$a=l\cos\theta+r\sin\theta,\qquad b=l\sin\theta+r\cos\theta,$$

with $0<\theta<\pi/4$. Their overlap is $s=2\sin\theta\cos\theta=\sin2\theta$. The dual of $a$ is

$$\tilde a=\frac{a-sb}{1-s^2},$$

since $\langle\tilde a|a\rangle=(1-s^2)/(1-s^2)=1$ and $\langle\tilde a|b\rangle=(s-s)/(1-s^2)=0$. Its components follow from

$$\cos\theta-s\sin\theta=\cos\theta(1-2\sin^2\theta)=\cos\theta\cos2\theta,$$
$$\sin\theta-s\cos\theta=\sin\theta(1-2\cos^2\theta)=-\sin\theta\cos2\theta.$$

As $1-s^2=\cos^22\theta$, we have $\tilde a=(l\cos\theta-r\sin\theta)/\cos2\theta$. A fraction $\sin^2\theta$ of its weight is on the right. The matrix with the single element $(\Gamma_L)_{aa}=\gamma$ is therefore the nonlocal contact $\gamma|\tilde a\rangle\langle\tilde a|$.

Now calculate its transmission. The Hamiltonian is $\varepsilon$ times the identity operator, so its matrix is $H=\varepsilon S$. With $z=E-\varepsilon$,

$$G^{-1}=\begin{pmatrix}z+i\gamma/2&zs\\zs&z+i\gamma/2\end{pmatrix}.$$

The determinant is a difference of squares:

$$D=[z(1+s)+i\gamma/2]\,[z(1-s)+i\gamma/2].$$

The off-diagonal element of the inverse is $G_{ab}=-zs/D$. Each contact has one nonzero element, so the trace reduces to $\gamma^2|G_{ab}|^2$:

$$T(z)=\frac{\gamma^2z^2s^2}{[z^2(1+s)^2+\gamma^2/4][z^2(1-s)^2+\gamma^2/4]}.$$

To find the maximum, put $u=z^2$, $g=\gamma^2/4$, $p=1+s$ and $q=1-s$. Dividing numerator and denominator by $u$ gives

$$T=\frac{\gamma^2s^2}{p^2q^2u+g^2/u+g(p^2+q^2)}.$$

The first two terms of the denominator have the fixed product $p^2q^2g^2$. Their sum is smallest, $2pqg$, when they are equal, at $u=g/(pq)$. The denominator is then $g(p+q)^2=4g=\gamma^2$, and

$$T_{\max}=s^2\quad\text{at}\quad |E-\varepsilon|=\frac{\gamma}{2\sqrt{1-s^2}}.$$

For $s=0.30$ and $\gamma=2$ eV, the false peak is $0.30^2=0.09$, at an offset of $1/\sqrt{0.91}=1.048$ eV. Halving $\gamma$ moves it to 0.524 eV and leaves its height at 0.09. Tuning the broadening moves the peak but does not lower it. At a fixed nonzero offset, this two-state ghost does shrink when $\gamma$ is made very small or very large. In the junction below, such tuning did not help: separate runs with $\gamma=0.02$, 0.2 and 20 eV gave labelled transmissions of 9.0, 10.0 and 7.8 in the largest basis.

The limits are useful. At $z=0$ the coupling $ES-H$ vanishes, and so does the ghost. It also vanishes as $s\to0$. As $s\to1$ at fixed nonzero $z$,

$$T\to\frac{\gamma^2z^2}{(4z^2+\gamma^2/4)(\gamma^2/4)}=\frac{16z^2}{16z^2+\gamma^2}.$$

A nearly redundant pair can thus look like an almost open channel when $|z|\gg\gamma/4$.

The correct contacts repair this without changing the basis. Let $F$ have $a$ and $b$ as columns in the $l,r$ basis, and let $P_L,P_R$ project on $l,r$. Then $S=F^TF$, $\Gamma_X=\gamma F^TP_XF$, and, because $P_L+P_R=1$,

$$G=F^{-1}(z+i\gamma/2)^{-1}F^{-T}.$$

In the trace every inner $F$ cancels, leaving

$$T=\frac{\gamma^2}{z^2+\gamma^2/4}\mathrm{Tr}[P_LP_R]=0.$$

**Several functions give several false channels**

Orthonormalize the functions within each side. The labelled contacts become $\gamma$ times identity blocks. Write the remaining overlap as $S_{LR}=U\,\mathrm{diag}(s_k)V^T$. Rotating the left functions by $U$ and the right ones by $V$ leaves the identity blocks unchanged and pairs the functions. If $H=\varepsilon S$, the matrix splits into two-by-two blocks, and the ghost is the sum of $T(z)$ over the $s_k$. In a real junction $H$ is not proportional to $S$. The $s_k$ then only diagnose redundancy, and the full matrix must be inverted.

The sum can exceed what a one-dimensional junction permits. Write $\Gamma_X=A_XA_X^T$, $A=(A_L,A_R)$ and $\Gamma=AA^T$. From the definition of $G$, $G-G^\dagger=-iG\Gamma G^\dagger$. For $\mathcal S=1-iA^TGA$ this gives

$$\mathcal S\mathcal S^\dagger=1-iA^T(G-G^\dagger)A+A^TG\Gamma G^\dagger A=1.$$

So no singular value of $A_L^TGA_R$ exceeds one, and $T$ is the sum of their squares. With contacts confined to opposite sides of a one-dimensional gap, every source on the right produces the same wave shape on the left, namely the solution obeying the left outer boundary condition. There is one nonzero singular value, hence $T\le1$. Labelled contacts are not confined in this way and can break this limit.

**A tunnel junction with a known answer**

Consider two one-dimensional jellium slabs, each 0.80 nm long, separated by $d=0.80$ nm of vacuum. The band depth is 12 eV and the work function $\varphi=4$ eV. With vacuum as zero, $E=-4$ eV and the potential inside is about $-16$ eV. Its edges are rounded by logistic steps of width parameter 0.04 nm. Each slab has four basis centres, 0.20 nm apart, carrying $e^{-\alpha\rho^2}$ and $\rho e^{-\alpha\rho^2}$, where $\rho$ is the signed displacement from the centre. The first basis has $\alpha=120$ and 50 nm$^{-2}$; then 22, 10, 4.5 and 2 nm$^{-2}$ are added in turn. Nearly dependent combinations, with singular values below $10^{-6}$ of the largest, are removed within each side. For smooth and uniform contacts they are then also removed from the combined set. In a separate run, doing the same for labelled contacts changed the last labelled entry below from 10.5 to 8.8, so the ghost remained.

The potential, energy and $\gamma=2$ eV stay fixed while three contacts are compared:

- *Smooth:* $\hat\Gamma_X=\gamma\sum_n|\chi_n\rangle\langle\chi_n|$, with a cosine and a sine at the Fermi wave number under a Gaussian envelope at the slab centre.
- *Uniform:* $\hat\Gamma_X=\gamma$ at every point of slab $X$.
- *Labelled:* $\gamma S_{LL}$ and $\gamma S_{RR}$ in their own blocks.

A real-space grid, which uses no atom-centred functions, gives reference values of $1.075\times10^{-5}$ for smooth and $3.86\times10^{-6}$ for uniform contacts. Halving the grid step shifts them by 1.3% and 0.3%. The continuum limits are $1.093\times10^{-5}$ and $3.88\times10^{-6}$, 1.7% and 0.5% higher, and the converged smooth entries in the table move up by the same 1.7%.

| Smallest $\alpha$ (nm$^{-2}$) | Smooth $T$ | Uniform $T$ | Labelled $T$ |
|---|---|---|---|
| 50 | $1.6\times10^{-14}$ | $5.4\times10^{-15}$ | $1.3\times10^{-14}$ |
| 22 | $8.7\times10^{-6}$ | $3.6\times10^{-6}$ | $6.4\times10^{-4}$ |
| 10 | $1.07\times10^{-5}$ | $5.0\times10^{-6}$ | 2.98 |
| 4.5 | $1.07\times10^{-5}$ | $4.9\times10^{-6}$ | 6.77 |
| 2 | $1.07\times10^{-5}$ | $4.9\times10^{-6}$ | 10.5 |

The compact basis is poor for every contact: its transmission is more than eight orders of magnitude too small. It lacks functions that reach into the gap. Diffuse functions supply them. Compact functions centred in the gap can do so too: in a separate run, adding functions with $\alpha=120$ and 50 nm$^{-2}$ at four centres in the gap, 0.20 nm apart, brought the compact basis to within 5% of the converged smooth-contact result. The basis functions and the Hamiltonian are sampled on the same grid as the reference, so the comparison tests the basis and not the grid step. With smooth contacts the largest basis agrees with that grid result to 0.03%, and the last enlargement changes $T$ by 0.002%. With labelled contacts the same functions give 10.5, above the one-channel limit and $2.7\times10^6$ times the uniform reference. Since the labelled value passes from far too small to far too large, an intermediate basis could agree with the reference by accident. Nor does it have a stable value in the largest basis: in separate runs, lowering the cutoff for nearly dependent combinations from $10^{-4}$ to $10^{-7}$ raised it from 6.9 to 12.2, while the smooth result moved by only 0.1%.

The reach of the functions can be estimated from

$$\alpha x^2+\alpha(x-R)^2=2\alpha(x-R/2)^2+\alpha R^2/2,$$

which gives two normalized Gaussians a distance $R$ apart the overlap $e^{-\alpha R^2/2}$. The nearest centres across the gap have $R=1.0$ nm. The overlap is $e^{-25}$ for $\alpha=50$ nm$^{-2}$, but $e^{-1}=0.37$ for $\alpha=2$ nm$^{-2}$. Linear combinations can overlap much more than single functions: the largest $s_k$ is already 0.58 when $\alpha=22$ nm$^{-2}$ is included, and rounds to 1.000000 in the larger sets.

**Two qualifications**

Fixing the contact in space is not sufficient. The uniform contact remains 26% above its own reference in the largest basis. That figure is not a general error estimate, as separate runs show. With a cutoff of $10^{-5}$ instead of $10^{-6}$ the result is twice the reference. With abrupt instead of rounded slab edges it is about ten times the reference at a cutoff of $10^{-6}$ and nearly thirty times at $10^{-5}$. With rounded edges and the gap widened to 1.2 nm it is several hundred times too large at a cutoff of $10^{-6}$. It injects from every point, including wavelengths the basis cannot resolve. The error in its Green function between the slabs has a root-mean-square wave number of 64 nm$^{-1}$, against 16 nm$^{-1}$ for the true function. This points to unresolved short waves as the source of the excess, and a separate run confirms it: adding functions with $\alpha=300$ and 700 nm$^{-2}$ at the same centres reduces the excess to 0.2%. Smooth contacts are not immune to basis error either. In separate runs with the largest basis, the smooth result is 3% above its reference at a gap of 1.2 nm, 40% above at 1.6 nm and about 200 times too large at 2.0 nm. With abrupt edges and the 0.8 nm gap it is only a tenth of its reference at a cutoff of $10^{-6}$ and about a quarter at $10^{-5}$. The 0.03% agreement belongs to the 0.8 nm rounded junction.

Nor is symmetric orthogonalization a general cure. In the two-state model it works: $F$ is symmetric and positive, so $S^{1/2}=F$ and $FS^{-1/2}=1$, which restores $l$ and $r$. In the junction, labels applied after symmetric orthogonalization of the two side sets give $1.0\times10^{-2}$ with $\alpha=22$ nm$^{-2}$ and 1.39 in the largest basis (0.75 to 1.52 for cutoffs from $10^{-4}$ to $10^{-7}$). Orthogonal functions can still be nonlocal.

**Stretch the gap**

Under a barrier of height $\varphi$ the wave decays with $\kappa=\sqrt{2m\varphi}/\hbar=10.25$ nm$^{-1}$. Widening the gap by 0.40 nm should reduce $T$ by about $e^{2\kappa(0.40\,\mathrm{nm})}=e^{8.20}\approx3600$. The uniform grid reference falls by a factor of 3630 between 0.8 and 1.2 nm. In the largest basis the smooth result falls by a factor of about 3500 (a separate run), but the labelled result falls only from 10.5 to 7.7, a factor of 1.37. Since the reference falls by a factor of 3630 at the same energy and broadening, such weak dependence shows that the labelled number is not tunnelling. Make this comparison at a fixed energy away from a sharp resonance. The peak between two aligned levels, if followed in energy, can stay near one as the gap widens, as long as the level splitting exceeds the broadening. The ghost must also fade once the gap is wide enough for all cross-gap overlaps to vanish, so some decay does not by itself validate a calculation.

The grid method can be checked against a sharp rectangular barrier. Let the transmitted wave have $\psi=1$, $\psi'=ik$ at the exit. Continuing it back through the barrier gives, at the entrance,

$$\psi=\cosh\kappa d-\frac{ik}{\kappa}\sinh\kappa d,\qquad \psi'=ik\cosh\kappa d-\kappa\sinh\kappa d.$$

The incoming amplitude is $\frac12[\psi+\psi'/(ik)]=\cosh\kappa d-\frac i2(k/\kappa-\kappa/k)\sinh\kappa d$. Its inverse squared modulus, with $\cosh^2=1+\sinh^2$, is

$$T=\left[1+\tfrac14\left(\frac{k}{\kappa}+\frac{\kappa}{k}\right)^2\sinh^2\kappa d\right]^{-1}.$$

For $k=17.75$ nm$^{-1}$ this is $2.28\times10^{-7}$. The grid gives $2.22\times10^{-7}$ for sharp slabs 8 nm long with $\gamma=1$ eV, 2.5% lower. The deficit comes from the absorbing slabs and not from the grid: the exact solution for the same slabs is $2.21\times10^{-7}$, 2.9% below the formula, and it comes within 0.4% of the formula for $\gamma=0.1$ eV and slabs 200 nm long. This is a different junction from the short, rounded one above, so their transmissions should not be equated.

**How close is this to a real junction?**

The band depth, work function and layer spacing are rough aluminium-like values; $\gamma$ and the edge rounding are chosen. The largest omission sized here is the image force. At mid-gap the image charges alternate in sign at distances $nd$ on both sides, and the induced energy carries a factor one half, so the shift is $-e^2\ln2/(4\pi\varepsilon_0d)=-1.25$ eV. Including the classical image potential across the gap raises the uniform reference 19-fold, to $7.3\times10^{-5}$. The classical form is itself doubtful so close to a metal, and the factor depends on where the image planes are put: moving each plane, and the metal potential with it, 0.05 nm into the gap gives 34 to 43. In every case the ghost is still more than $10^4$ times larger. For the sharp barrier, thermal averaging at 300 K changes $T$ by 0.4%. For the same sharp barrier made planar, about 0.5 eV of transverse energy lowers $T$ by a factor $e$ (in the short rounded junction 0.53 eV lowers it about fourfold), so a real conductance needs a sum over transverse states. Atomic structure, self-consistent charge and finite bias are not sized.

**What to change**

Define the contact operator before choosing the basis, and evaluate its matrix elements between all functions, including the cross-blocks. Keep that operator fixed as the basis grows, and let it inject waves the basis resolves. Then check convergence with basis size and the decay with gap width, at every gap you use: a finite basis that is adequate at one gap can overestimate $T$ by orders of magnitude at a wider one, even with fixed smooth contacts. Removing the diffuse functions would hide the ghost here, but it would also remove the tails that carry the real tunnelling. The numerical output below gives the values of the main runs; the separate runs mentioned above are not included in it.

## Values computed for the example and the checks

```
Two-state overlap: 0.300; broadening: 2.00 eV
Two-state ghost peak T: 0.090000 at offset 1.0483 eV
With half the broadening: 0.090000 at offset 0.5241 eV
Dual-function weight on far state: 0.02303
Two-state T with physical contacts: 1.98e-34
Band depth: 12.0 eV; work function: 4.0 eV
Gap: 0.80 nm; slab: 0.80 nm; layer: 0.20 nm
Edge width: 0.040 nm; envelope exponent: 30.0 nm^-2
Fermi energy relative to vacuum: -4.0 eV
Fermi wave number: 17.7472 nm^-1
Vacuum decay constant: 10.2463 nm^-1
Grid reference T, uniform contacts: 3.85861e-06
  shift on halving grid step: 0.340 %
Grid reference T, smooth contacts: 1.07465e-05
  shift on halving grid step: 1.252 %
Long sharp slab T: 2.21885e-07; analytic barrier: 2.27635e-07
Smallest exponent (nm^-2), functions, largest overlap, then T for
  smooth, uniform, centre-labelled, orthogonalized-labelled:
   50.0  32 0.000000 1.5659e-14 5.3881e-15 1.2532e-14 1.4941e-14
   22.0  48 0.580953 8.7097e-06 3.5700e-06 6.4346e-04 1.0234e-02
   10.0  58 1.000000 1.0747e-05 5.0417e-06 2.9799e+00 3.2491e-01
    4.5  66 1.000000 1.0743e-05 4.8691e-06 6.7673e+00 9.5915e-01
    2.0  74 1.000000 1.0743e-05 4.8621e-06 1.0537e+01 1.3872e+00
Last basis enlargement, smooth T shift: 0.002 %
Largest basis, smooth/reference: 0.99969
Largest basis, uniform/reference: 1.26005
Largest basis, labelled/reference: 2.7307e+06
RMS wave number, true G: 16.017 nm^-1
RMS wave number, error of basis G: 63.644 nm^-1
Gap (nm), uniform reference T, labelled T in largest basis:
  0.8 3.8586e-06 1.0537e+01
  1.0 6.4079e-08 8.9487e+00
  1.2 1.0640e-09 7.7006e+00
Fall from 0.8 to 1.2 nm: true 3626.50, ghost 1.37
Image lowering at mid-gap: 1.2476 eV
T with image force: 7.3413e-05; factor 19.026
Thermal factor at 300 K: 1.00412
Transverse energy that lowers T by about e: 0.5312 eV
```
